# Ten-no's function for Yukawa and Slater-geminal integrals: limits and evaluation, part 1

(Sections cited here and not found follow in the second part.)

Atomic units are used: lengths in bohr, energies in hartree. Two electrons interact through a kernel $K(r)$ that is either the Yukawa potential $e^{-\zeta r}/r$ (an energy) or the Slater geminal $e^{-\zeta r}$ (dimensionless), with $\zeta>0$. The basic charge distributions are normalised spherical Gaussians,

$$n_p(\mathbf r)=\left(\frac{p}{\pi}\right)^{3/2}e^{-p|\mathbf r-\mathbf P|^2},\qquad n_q(\mathbf r)=\left(\frac{q}{\pi}\right)^{3/2}e^{-q|\mathbf r-\mathbf Q|^2},$$

and $Y$ and $S$ denote the Yukawa and Slater values of $\iint n_p(\mathbf r_1)K(r_{12})n_q(\mathbf r_2)\,d^3r_1d^3r_2$. The abbreviations are

$$\rho=\frac{pq}{p+q},\quad \mathbf R=\mathbf P-\mathbf Q,\quad T=\rho R^2,\quad U=\frac{\zeta^2}{4\rho},\quad a=\sqrt T,\quad b=\sqrt U .$$

Ten-no's function is defined for $T\ge0$, $U>0$ and integer $m\ge-1$ by

$$G_m(T,U)=\int_0^1 t^{2m}e^{\phi(t)}\,dt,\qquad \phi(t)=-Tt^2+U\left(1-t^{-2}\right),\tag{1}$$

and the Boys function is $F_m(T)=\int_0^1t^{2m}e^{-Tt^2}dt$ for $m\ge0$. The program that supplies the numbers and the tests is printed after the text with its output.

## (a) The kernels as superpositions of Gaussians

Write both kernels as integrals over $u$ of $e^{-u^2r^2}$ with a weight that does not depend on $r$.

**Solution.** Let $c>0$, $r>0$ and $J=\int_0^\infty e^{-(ru-c/u)^2}du$. The substitution $u=c/(rv)$ maps $(0,\infty)$ onto itself, changes the sign of $ru-c/u$ and gives $|du|=c\,dv/(rv^2)$. Hence

$$rJ=\int_0^\infty \frac{c}{u^2}\,e^{-(ru-c/u)^2}du .$$

Adding $rJ$ to this form produces the derivative of $x=ru-c/u$, which runs over the whole real line:

$$2rJ=\int_0^\infty\left(r+\frac{c}{u^2}\right)e^{-(ru-c/u)^2}du=\int_{-\infty}^{\infty}e^{-x^2}dx=\sqrt\pi .$$

Since $(ru-c/u)^2=r^2u^2-2cr+c^2/u^2$, the two expressions for $rJ=\sqrt\pi/2$ become

$$\int_0^\infty e^{-r^2u^2-c^2/u^2}du=\frac{\sqrt\pi}{2r}e^{-2cr},\qquad \int_0^\infty u^{-2}e^{-r^2u^2-c^2/u^2}du=\frac{\sqrt\pi}{2c}e^{-2cr}.\tag{2}$$

With $c=\zeta/2$,

$$\frac{e^{-\zeta r}}{r}=\frac{2}{\sqrt\pi}\int_0^\infty e^{-u^2r^2-\zeta^2/4u^2}du,\qquad e^{-\zeta r}=\frac{\zeta}{\sqrt\pi}\int_0^\infty u^{-2}e^{-u^2r^2-\zeta^2/4u^2}du.\tag{3}$$

The factor $e^{-\zeta^2/4u^2}$ removes the broad Gaussians with $u\ll\zeta$, which in the Coulomb case build the long-range tail.

## (b) The integrals over s clouds

Express $Y$ and $S$ through $G_m(T,U)$.

**Solution.** The Gaussian product rule is the identity

$$\alpha|\mathbf x-\mathbf A|^2+\beta|\mathbf x-\mathbf B|^2=(\alpha+\beta)|\mathbf x-\mathbf M|^2+\frac{\alpha\beta}{\alpha+\beta}|\mathbf A-\mathbf B|^2,\qquad \mathbf M=\frac{\alpha\mathbf A+\beta\mathbf B}{\alpha+\beta},$$

verified by expanding the squares. The distribution of $\mathbf r=\mathbf r_1-\mathbf r_2$ is $\int n_p(\mathbf r_1)n_q(\mathbf r_1-\mathbf r)d^3r_1$. The second Gaussian is centred at $\mathbf Q+\mathbf r$, so the rule and $\int e^{-\gamma x^2}d^3x=(\pi/\gamma)^{3/2}$ give

$$\left(\frac{pq}{\pi^2}\right)^{3/2}\left(\frac{\pi}{p+q}\right)^{3/2}e^{-\rho|\mathbf r-\mathbf R|^2}=\left(\frac\rho\pi\right)^{3/2}e^{-\rho|\mathbf r-\mathbf R|^2}.$$

Averaging $e^{-u^2r^2}$ over this distribution uses the rule again, with exponents $\rho$ at $\mathbf R$ and $u^2$ at the origin:

$$\langle e^{-u^2r^2}\rangle=\left(\frac{\rho}{\rho+u^2}\right)^{3/2}\exp\left(-\frac{\rho u^2R^2}{\rho+u^2}\right).$$

All integrands are positive, so the order of integration is free. Set $t^2=u^2/(\rho+u^2)$, which maps $u\in(0,\infty)$ to $t\in(0,1)$. Then $1-t^2=\rho/(\rho+u^2)$, $u=\sqrt\rho\,t(1-t^2)^{-1/2}$, and

$$du=\sqrt\rho\left[(1-t^2)^{-1/2}+t^2(1-t^2)^{-3/2}\right]dt=\sqrt\rho\,(1-t^2)^{-3/2}dt,\qquad u^{-2}=\frac{t^{-2}-1}{\rho}.$$

The prefactor $(1-t^2)^{3/2}$ cancels the Jacobian, the exponent from the clouds is $-Tt^2$, and $-\zeta^2/4u^2=U(1-t^{-2})$. Inserting these in (3), and using $\zeta/\sqrt{\pi\rho}=2\sqrt{U/\pi}$,

$$Y=2\sqrt{\frac\rho\pi}\,G_0,\qquad S=\frac{\zeta}{\sqrt\pi}\frac{\sqrt\rho}{\rho}\int_0^1(t^{-2}-1)e^{\phi}dt=2\sqrt{\frac U\pi}\,(G_{-1}-G_0).\tag{4}$$

In (4) the index $m=-1$ appears only for the Slater kernel; it returns in (d), (e) and (i) as a starting value for the Yukawa seeds as well. On $(0,1)$ one has $t^{2m-2}>t^{2m}$ and $e^{U(1-t^{-2})}<1$, so $G_{m-1}>G_m>0$, and $G_m<F_m$ for $m\ge0$. The program tests (4) against radial quadrature in real space and against Fourier quadrature for three parameter sets.

## (c) Derivatives and higher angular momentum

Find $\partial_TG_m$ and $\partial_UG_m$, and determine which $G_m$ are needed for Cartesian Gaussians of total angular momentum $L$.

**Solution.** For $U>0$ the factor $e^{-U/t^2}$ dominates every power of $t$ at $t\to0$, so (1) may be differentiated under the integral. The derivatives bring down $-t^2$ and $1-t^{-2}$:

$$\partial_TG_m=-G_{m+1},\qquad \partial_UG_m=G_m-G_{m-1}.\tag{5}$$

As a check, $S=-\partial_\zeta Y$ must hold because it holds for the kernels. With $\partial U/\partial\zeta=\zeta/2\rho$, $-\partial_\zeta Y=2\sqrt{\rho/\pi}\,(\zeta/2\rho)(G_{-1}-G_0)$, which is (4).

In the McMurchie–Davidson scheme a product of two Cartesian Gaussians is expanded in Hermite Gaussians $\Lambda_h=\partial_{P_x}^{h}e^{-px_P^2}$ per direction, with $x_P=x-P_x$. From $\Lambda_1=2px_P\Lambda_0$ and $\Lambda_2=(4p^2x_P^2-2p)\Lambda_0$ follow $x_P\Lambda_0=\Lambda_1/2p$ and $x_P^2\Lambda_0=\Lambda_2/4p^2+\Lambda_0/2p$. Writing $x_A=x_P+X_{PA}$ with $X_{PA}=P_x-A_x$,

$$x_A\Lambda_0=X_{PA}\Lambda_0+\frac{\Lambda_1}{2p},\qquad x_Ax_B\Lambda_0=\left(X_{PA}X_{PB}+\frac1{2p}\right)\Lambda_0+\frac{X_{PA}+X_{PB}}{2p}\Lambda_1+\frac{\Lambda_2}{4p^2},$$

which covers s and p functions. These coefficients do not involve the kernel. The s integral $W$ ($Y$ or $S$) depends on the centres only through $\mathbf R=\mathbf P-\mathbf Q=(X,X',X'')$, so $\partial_{\mathbf P}=\partial_{\mathbf R}$ and $\partial_{\mathbf Q}=-\partial_{\mathbf R}$. For multi-indices $\mathbf h$, $\mathbf k$ and unnormalised Hermite Gaussians,

$$(\Lambda_{\mathbf h}^P|K|\Lambda_{\mathbf k}^Q)=(-1)^{|\mathbf k|}\left(\frac{\pi}{p}\right)^{3/2}\left(\frac{\pi}{q}\right)^{3/2}R^{(0)}_{\mathbf h+\mathbf k},\qquad R^{(n)}_{\mathbf h}=\partial_{\mathbf R}^{\mathbf h}\,(2\rho\,\partial_T)^nW .$$

Because $\partial T/\partial X=2\rho X$, one has $\partial_XR^{(n)}_{\mathbf 0}=XR^{(n+1)}_{\mathbf 0}$. Applying $\partial_X^{h}$ with the Leibniz rule, in which only the first derivative of $X$ survives,

$$R^{(n)}_{h+1}=X R^{(n+1)}_{h}+h\,R^{(n+1)}_{h-1},$$

with the other two indices unchanged, and likewise in the other directions. By (5) the seeds are

$$R^{(n)}_{\mathbf 0}=(-2\rho)^n\,2\sqrt{\rho/\pi}\;G_n\quad(\text{Yukawa}),\qquad R^{(n)}_{\mathbf 0}=(-2\rho)^n\,2\sqrt{U/\pi}\;S_n\quad(\text{Slater}),\tag{6}$$

with $S_n=G_{n-1}-G_n$. Each derivative raises $n$ by at most one, so $G_0,\dots,G_L$ serve the Yukawa kernel and $G_{-1},\dots,G_L$ the Slater kernel.

## (d) The recurrence

Derive a recurrence in $m$, and write it as a coupled pair for the Yukawa seeds $G_m$ and the Slater seeds $S_m$.

**Solution.** With $\phi'=-2Tt+2Ut^{-3}$,

$$\frac{d}{dt}\left[t^{2m+1}e^{\phi}\right]=\left[(2m+1)t^{2m}-2Tt^{2m+2}+2Ut^{2m-2}\right]e^{\phi}.$$

At $t=1$ the bracket on the left equals $e^{-T}$; at $t=0$ it vanishes for $U>0$. Integration gives, for $m\ge0$,

$$2U\,G_{m-1}+(2m+1)\,G_m-2T\,G_{m+1}=e^{-T}.\tag{7}$$

This is a single inhomogeneous recurrence of second order, needing two starting values. Substituting $G_{m-1}=G_m+S_m$ turns it into two coupled first-order relations,

$$2T\,G_{m+1}=(2m+1+2U)\,G_m+2U\,S_m-e^{-T},\qquad S_{m+1}=G_m-G_{m+1}.\tag{8}$$

The pair (8) carries the same information as (7). In this form each upward step for a Yukawa seed uses the Slater seed of the same index, with weight $2U$.

## (e) Closed forms

Obtain $G_{-1}$ and $G_0$ in terms of the complementary error function, and state where the forms lose accuracy in finite precision.

**Solution.** Let $x_\pm(t)=b/t\pm at$. Then $x_\pm^2=U/t^2+Tt^2\pm2ab$, so $\phi=U\pm2ab-x_\pm^2$, and $x_\pm'=-b/t^2\pm a$. From $\frac{d}{dx}\operatorname{erfc}x=-\frac{2}{\sqrt\pi}e^{-x^2}$,

$$\frac{d}{dt}\left[\frac{\sqrt\pi}{2}e^{U\pm2ab}\operatorname{erfc}x_\pm\right]=\left(\frac{b}{t^2}\mp a\right)e^{\phi}.$$

This is an antiderivative, so it does not matter that $x_+$ is not monotonic when $a>b$. At $t\to0$ both $x_\pm\to+\infty$ and the bracket vanishes; at $t=1$, $x_\pm=b\pm a$. Therefore

$$bG_{-1}\mp aG_0=I_\pm\equiv\frac{\sqrt\pi}{2}e^{U\pm2ab}\operatorname{erfc}(b\pm a),$$

$$G_{-1}=\frac{I_-+I_+}{2b},\qquad G_0=\frac{I_--I_+}{2a}.\tag{9}$$

Since $(a+b)^2=T+U+2ab$, $I_+=\frac{\sqrt\pi}2e^{-T}\operatorname{erfcx}(a+b)$ with $\operatorname{erfcx}x=e^{x^2}\operatorname{erfc}x$, which avoids the product of a very large and a very small number. For $b>2a$ the same problem affects $I_-$, whose factor $e^{U-2ab}=e^{b(b-2a)}$ exceeds one and overflows once $b(b-2a)$ is large; for $b>a$ the equivalent form $I_-=\frac{\sqrt\pi}2e^{-T}\operatorname{erfcx}(b-a)$ should be used. $G_{-1}$ is a sum of positive terms and suffers no cancellation. $G_0$ is a difference with $(I_--I_+)/(I_-+I_+)=aG_0/bG_{-1}<a/b$, so digits are lost whenever $T\ll U$. They are also lost for $T\ll1$ when $U$ is smaller still: as $U\to0$, $I_\pm\to\frac{\sqrt\pi}{2}\operatorname{erfc}(\pm a)$ and the ratio tends to $\operatorname{erf}a<2a/\sqrt\pi$. The form is $0/0$ at $T=0$.

## (f) Coincident and distant clouds

Evaluate $G_m(0,U)$. Find the behaviour of $Y$ and $S$ at large $T$, with a bound on the remainder of $Y$.

**Solution.** At $T=0$ put $s=t^{-2}$, so $|dt|=\tfrac12s^{-3/2}ds$ and $t^{2m}=s^{-m}$:

$$G_m(0,U)=\tfrac12e^U\int_1^\infty s^{-m-3/2}e^{-Us}ds=\tfrac12e^UE_{m+3/2}(U),$$

where $E_\nu(U)=\int_1^\infty s^{-\nu}e^{-Us}ds$ is the generalised exponential integral.

For $T>0$ write $\int_0^1=\int_0^\infty-\int_1^\infty$ and use (2) with $r\to a$, $c\to b$:

$$G_0=e^U\frac{\sqrt\pi}{2a}e^{-2ab}-\int_1^\infty e^\phi dt,\qquad G_{-1}=e^U\frac{\sqrt\pi}{2b}e^{-2ab}-\int_1^\infty t^{-2}e^\phi dt.\tag{10}$$

Here $2ab=2\sqrt\rho R\cdot\zeta/2\sqrt\rho=\zeta R$ and $2\sqrt{\rho/\pi}\cdot\sqrt\pi/2a=1/R$. So $Y$ lies below $e^Ue^{-\zeta R}/R$ by $2\sqrt{\rho/\pi}\int_1^\infty e^\phi dt$. For $t\ge1$, $1-t^{-2}=(t^2-1)/t^2\le t^2-1$ and $t^2-1\ge2(t-1)$, so for $T>U$, $\phi\le-T-2(T-U)(t-1)$, and

$$0<\frac{e^Ue^{-\zeta R}}{R}-Y<2\sqrt{\frac\rho\pi}\,\frac{e^{-T}}{2(T-U)}.\tag{11}$$

The lower inequality holds for every $T>0$, the upper one only for $T>U$. Distant clouds do not act as point charges: because $1/\rho=1/p+1/q$, the factor $e^U=e^{\zeta^2/4p}e^{\zeta^2/4q}$ multiplies each charge by its own enhancement. For clouds of finite width the point-charge law of the Coulomb case returns only at $\zeta=0$. For $\rho=0.5$, $\zeta=1$, $R=4$ ($T=8$) radial quadrature gives a gap of $1.6642\times10^{-5}$ hartree, inside the bound $1.7844\times10^{-5}$ hartree.

For the Slater kernel (4) and (10) give

$$S=e^{U}e^{-\zeta R}\left(1-\frac ba\right)+2\sqrt{\frac U\pi}\int_1^\infty(1-t^{-2})e^\phi dt,\qquad \frac ba=\frac{\zeta}{2\rho R},$$

so here the first term is a lower bound, approached at large $T$.

## (g) The limit $U\to0$

Show for which $m$ the function tends to the Boys function, find the leading corrections, and interpret them.

**Solution.** For $m\ge0$ the integrand of (1) is bounded by $t^{2m}e^{-Tt^2}$ and tends to it pointwise, so dominated convergence gives $G_m\to F_m$. For $m=-1$ the limiting integrand $t^{-2}e^{-Tt^2}$ is not integrable and $G_{-1}$ diverges.

The rate follows from (10), for $T>0$. The tail integrals are power series in $U$ with infinite radius of convergence, since $|1-t^{-2}|\le1$ there. Splitting $e^{-2ab}=\cosh2ab-\sinh2ab$ separates each function into a part $A_m$ even in $b$, analytic in $U$, and a part $B_m$ odd in $b$:

$$B_0=-\sqrt\pi\,e^U\frac{\sinh2ab}{2a},\qquad B_{-1}=\sqrt\pi\,e^U\frac{\cosh2ab}{2b},\tag{12}$$

$$A_{-1}=-\sqrt\pi\,e^U\frac{\sinh2ab}{2b}-\int_1^\infty t^{-2}e^\phi dt .$$

At $U=0$ the first term of $A_{-1}$ is $-\sqrt\pi a$. Integration by parts and $\int_0^\infty e^{-Tt^2}dt=\sqrt\pi/2a$ give

$$\int_1^\infty t^{-2}e^{-Tt^2}dt=e^{-T}-2T\left(\frac{\sqrt\pi}{2a}-F_0\right)=e^{-T}-\sqrt\pi a+2TF_0 ,$$

so $A_{-1}(T,0)=-2TF_0-e^{-T}\equiv F_{-1}$ and

$$G_{-1}=\tfrac12\sqrt{\pi/U}+F_{-1}+O(\sqrt U).\tag{13}$$

$F_{-1}$ is negative and is not an integral of the Boys form; it is the finite part left after the divergence is removed.

By (13), $2UG_{-1}\simeq\sqrt{\pi U}\to0$, and for $m\ge1$ $G_{m-1}$ is bounded. So (7) tends for all $m\ge0$ to the first-order Boys recurrence $(2m+1)F_m-2TF_{m+1}=e^{-T}$. The definition of $F_{-1}$ is this recurrence read at $m=-1$.

Since $G_m=(-\partial_T)^mG_0$ and $\partial_T$ preserves parity in $b$, $B_m=(-\partial_T)^mB_0$. The series $\sinh(2ab)/2a=\sum_k(4T)^kb^{2k+1}/(2k+1)!$ gives

$$B_m=-\sqrt\pi\,e^U(-1)^m\sum_{k\ge m}\frac{4^k\,k!}{(k-m)!\,(2k+1)!}\,T^{k-m}\,U^{k+1/2}.\tag{14}$$

The lowest term, $k=m$, has coefficient $-\sqrt\pi(-4)^mm!/(2m+1)!$. Repeated use of $\Gamma(z)=\Gamma(z+1)/z$ gives $\Gamma(-m-\tfrac12)=(-2)^{m+1}\sqrt\pi/(2m+1)!!$, and $(2m+1)!!=(2m+1)!/(2^mm!)$, so the first non-analytic term of $G_m$ is $\tfrac12\Gamma(-m-\tfrac12)\,U^{m+1/2}$, independent of $T$.

For the even part, $B_m\to0$ for $m\ge0$ implies $A_m(T,0)=F_m$. The operator $\partial_U=(1/2b)\partial_b$ preserves parity, so (5) holds for $A_m$ alone, and its $k$-fold application gives the Taylor coefficient $\frac1{k!}\sum_j\binom kj(-1)^jF_{m-j}$ of $U^k$ for $k\le m+1$. For $m=0$, multiplying $e^U=1+U+\dots$ by $b+\tfrac23Tb^3+\dots$ in (14),

$$G_0=F_0-\sqrt{\pi U}+U(F_0-F_{-1})-\sqrt\pi\left(1+\tfrac23T\right)U^{3/2}+O(U^2).\tag{15}$$

The approach to $F_0$ goes as $\sqrt U$. At $T=2$, $U=10^{-4}$, quadrature gives $G_0=0.58072798$, which is $2.9\%$ below $F_0=0.59814401$. The first two terms of (15) give $0.58041947$, leaving $3.0851\times10^{-4}$. With $F_{-1}=-2.52791131$ the next two terms are $3.12606\times10^{-4}-0.04136\times10^{-4}=3.0847\times10^{-4}$, and the residue of $4\times10^{-8}$ is of order $U^2$.

The half-integer powers arise because $\zeta=2\sqrt{\rho U}$. The kernel expands as $1/r-\zeta+\zeta^2r/2-\dots$, and in (4) the term $-\sqrt{\pi U}$ contributes $-2\sqrt{\rho U}=-\zeta$, the average of the constant. For the Slater kernel the divergence (13) is cancelled by the prefactor:

$$S=1-\frac{\zeta}{\sqrt{\pi\rho}}(F_0-F_{-1})+O(\zeta^2).$$

Comparison with $e^{-\zeta r}=1-\zeta r+\dots$ identifies the mean separation,

$$\langle r\rangle=\frac{(2T+1)F_0+e^{-T}}{\sqrt{\pi\rho}},\tag{16}$$

which the program tests by radial quadrature. It also tests (13), the $U^{3/2}$ coefficient of (15), and the leading non-analytic coefficient for $m=0,1,2$.

The Yukawa and Slater integrals have been reduced to Ten-no's function $G_m$, with a recurrence, closed forms for the starting values, and the limits of coincident clouds, distant clouds and $U\to0$. It remains to determine when the recurrence is numerically stable, to treat the region where neither direction is damped, and to apply the results to a model integral and to silane.

Numerical values quoted here were computed with a short program.
